# Extrapolating Oxide Lifetime: Exponential Law Against Power Law: verification in Python

```python
"""Oxide lifetime extrapolation from two stress voltages.

Result under test: lives of 100 s at 3.0 V and 10000 s at 2.5 V, carried to
1.5 V by an exponential law exp(-gamma V) and by a power law V**(-n), differ
by (t2/t1)**(a_pow - a_exp), about forty.
Symbols: v1, v2 = stress voltages (V); t1, t2 = characteristic lives (s);
a = extrapolation reach of a law, defined by t(v) = t2*(t2/t1)**a;
beta = Weibull slope; V* = voltage of largest disagreement inside the data.
Film, Weibull, thermal and tunnelling inputs are rough typical values for a
thin silicon dioxide gate film on silicon.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import polygamma

v1, v2, v_use = 3.0, 2.5, 1.5
t1, t2 = 100.0, 10000.0
log_gain = np.log(t2 / t1)
year = const.Julian_year
rng = np.random.default_rng(12345)


def reach(law, v, offset=0.0):
    a, b, c = v1 - offset, v2 - offset, v - offset
    if law == "exponential":
        return (b - c) / (a - b)
    if law == "power":
        return np.log(b / c) / np.log(a / b)
    return (1 / c - 1 / b) / (1 / b - 1 / a)


def life(law, v, offset=0.0):
    return t2 * (t2 / t1) ** reach(law, v, offset)


# Each law is defined by its logarithmic slope; integrate and shoot.
slope_shape = {
    "exponential": lambda v: 1.0,
    "power": lambda v: 1 / v,
    "reciprocal": lambda v: 1 / v**2,
}


def integrated_life(law, rate, v_end, offset=0.0):
    shape = slope_shape[law]
    answer = solve_ivp(lambda v, t: -rate * shape(v - offset) * t,
                       (v1, v_end), [t1], method="DOP853",
                       rtol=1e-10, atol=1e-8)
    assert answer.success
    return answer.y[0, -1]


def shoot(law, offset=0.0):
    rate = brentq(lambda r: np.log(
        integrated_life(law, r, v2, offset) / t2), 1.0, 100.0)
    return rate, integrated_life(law, rate, v_use, offset)


gamma = log_gain / (v1 - v2)
power_n = log_gain / np.log(v1 / v2)
recip_g = log_gain / (1 / v2 - 1 / v1)
for law, constant in (("exponential", gamma), ("power", power_n),
                      ("reciprocal", recip_g)):
    rate, t_numeric = shoot(law)
    assert np.isclose(rate, constant, rtol=1e-7)
    assert np.isclose(t_numeric, life(law, v_use), rtol=1e-6)

a_exp, a_pow = reach("exponential", v_use), reach("power", v_use)
t_exp, t_pow = life("exponential", v_use), life("power", v_use)
t_rec = life("reciprocal", v_use)
ratio = t_pow / t_exp
assert abs(ratio - 40) < 1
assert t_rec > t_pow > t_exp

# Sign of the disagreement and its largest size inside the stress interval.


def log_ratio(v):
    return np.log(life("power", v) / life("exponential", v))


assert np.all(log_ratio(np.linspace(1.0, 2.49, 60)) > 0)
assert np.all(log_ratio(np.linspace(2.51, 2.99, 60)) < 0)
assert np.all(log_ratio(np.linspace(3.01, 4.0, 60)) > 0)
v_star = (v1 - v2) / np.log(v1 / v2)
search = minimize_scalar(log_ratio, bounds=(v2, v1), method="bounded",
                         options={"xatol": 1e-9})
assert abs(search.x - v_star) < 1e-5
log_gap = log_ratio(v_star)

# Voltage for a ten-year characteristic life.
log_need = np.log(10 * year / t2)
v10_exp = v2 - log_need / gamma
v10_pow = v2 * np.exp(-log_need / power_n)
for law, constant, v10 in (("exponential", gamma, v10_exp),
                           ("power", power_n, v10_pow)):
    assert np.isclose(integrated_life(law, constant, v10), 10 * year,
                      rtol=1e-6)

# Sampling error of Weibull lives, with known slope.
beta, n_sample = 1.3, 20


def estimated_log_life(true_life, devices, trials):
    draws = true_life * rng.weibull(beta, size=(trials, devices))
    return np.log(np.mean(draws**beta, axis=1)) / beta


sigma_log = np.sqrt(polygamma(1, n_sample)) / beta
spread_exp = sigma_log * np.hypot(1 + a_exp, a_exp)
spread_pow = sigma_log * np.hypot(1 + a_pow, a_pow)
spread_ratio = sigma_log * np.sqrt(2) * (a_pow - a_exp)
log1 = estimated_log_life(t1, n_sample, 40000)
log2 = estimated_log_life(t2, n_sample, 40000)
sim_exp = log2 + (v2 - v_use) * (log2 - log1) / (v1 - v2)
sim_pow = log2 + np.log(v2 / v_use) * (log2 - log1) / np.log(v1 / v2)
# Tolerance covers the sampling error of a standard deviation.
assert np.isclose(np.std(sim_exp), spread_exp, rtol=0.03)
assert np.isclose(np.std(sim_pow), spread_pow, rtol=0.03)
assert np.isclose(np.std(sim_pow - sim_exp), spread_ratio, rtol=0.03)

# Devices per voltage for a three-sigma gap at V*.
weight = (v_star - v2) / (v1 - v2)
n_resolve = int(np.ceil(9 * (1 + weight**2 + (1 - weight)**2)
                        / (beta * log_gap)**2))
trials = 4000
contrast = (weight * estimated_log_life(t1, n_resolve, trials)
            + (1 - weight) * estimated_log_life(t2, n_resolve, trials)
            - estimated_log_life(life("power", v_star), n_resolve, trials))
# Finite number of simulated experiments sets this tolerance.
assert abs(np.mean(contrast) / np.std(contrast) - 3) < 0.2

# Area and failure fraction: a chip fails with its weakest part.


def weakest_link_factor(area_ratio, fraction):
    return (area_ratio / -np.log1p(-fraction)) ** (1 / beta)


chip_lives = np.concatenate([
    rng.weibull(beta, size=(20000, 50)).min(axis=1) for _ in range(10)])
assert np.isclose(1 / np.quantile(chip_lives, 0.05),
                  weakest_link_factor(50, 0.05), rtol=0.04)
area_ratio, fail_fraction = 1000.0, 1e-4
chip_factor = weakest_link_factor(area_ratio, fail_fraction)

# Temperature of use.
e_act, temp_stress, temp_use = 0.6, 398.15, 358.15
k_ev = const.k / const.e
thermal_factor = np.exp(e_act / k_ev * (1 / temp_use - 1 / temp_stress))
thermal_integral = quad(lambda temp: e_act / (k_ev * temp**2),
                        temp_use, temp_stress)[0]
assert np.isclose(np.log(thermal_factor), thermal_integral, rtol=1e-9)

# Constant difference between applied voltage and the voltage in the law.
shift = 0.2
ratio_shift = {}
for offset in (shift, -shift):
    ratio_shift[offset] = life("power", v_use, offset) / t_exp
    assert np.isclose(shoot("power", offset)[1] / shoot(
        "exponential", offset)[1], ratio_shift[offset], rtol=1e-6)

# Direct tunnelling through a tilted barrier: WKB exponent.
thickness_nm, barrier_ev, mass_ratio = 2.0, 3.1, 0.5
kappa_unit = np.sqrt(2 * mass_ratio * const.m_e * const.e) / const.hbar


def wkb_exponent(v):
    assert v < barrier_ev
    return (4 * kappa_unit * thickness_nm * 1e-9 / (3 * v)
            * (barrier_ev**1.5 - (barrier_ev - v)**1.5))


for v in (v1, v2, v_use):
    integral = quad(lambda s: np.sqrt(barrier_ev - v * s), 0, 1)[0]
    assert np.isclose(2 * kappa_unit * thickness_nm * 1e-9 * integral,
                      wkb_exponent(v), rtol=1e-8)
tunnel_stress = np.exp(wkb_exponent(v2) - wkb_exponent(v1))
tunnel_use = np.exp(wkb_exponent(v_use) - wkb_exponent(v2))
assert tunnel_stress < t2 / t1

print(f"stress voltages: {v1:.1f} and {v2:.1f} V; use: {v_use:.1f} V")
print(f"characteristic lives at stress: {t1:.0f} and {t2:.0f} s")
print(f"ln(t2/t1): {log_gain:.4f}")
print(f"ln(V1/V2): {np.log(v1 / v2):.5f}")
print(f"ln(V2/V_use): {np.log(v2 / v_use):.5f}")
print(f"exponential constant gamma: {gamma:.3f} per V")
print(f"power-law exponent n: {power_n:.2f}")
print(f"reach a_exp: {a_exp:.4f}; a_pow: {a_pow:.4f}")
print(f"reach difference: {a_pow - a_exp:.4f}")
print(f"exponential life at use: {t_exp:.3e} s = {t_exp / year:.2f} years")
print(f"power-law life at use: {t_pow:.3e} s = {t_pow / year:.0f} years")
print(f"ratio power/exponential at use: {ratio:.1f}")
print(f"reciprocal-law constant G: {recip_g:.2f} V")
print(f"reciprocal-law life at use: {t_rec:.2e} s")
print(f"V* of largest gap inside data: {v_star:.3f} V")
print(f"exponential life at V*: {life('exponential', v_star):.0f} s")
print(f"power-law life at V*: {life('power', v_star):.0f} s")
print(f"ratio at V*: {np.exp(log_gap):.3f}; its ln: {log_gap:.4f}")
print(f"ten-year voltage, exponential: {v10_exp:.3f} V")
print(f"ten-year voltage, power law: {v10_pow:.3f} V")
print(f"Weibull slope: {beta:.1f}; devices per voltage: {n_sample}")
print(f"std of ln life at each stress voltage: {sigma_log:.3f}")
print(f"one-sigma factor, exponential life: {np.exp(spread_exp):.2f}")
print(f"one-sigma factor, power-law life: {np.exp(spread_pow):.2f}")
print(f"one-sigma factor, ratio: {np.exp(spread_ratio):.2f}")
print(f"weight w at V*: {weight:.4f}")
print(f"devices per voltage for 3-sigma gap at V*: {n_resolve}")
print(f"chip/test area ratio: {area_ratio:.0f}")
print(f"allowed failure fraction: {100 * fail_fraction:.2f} %")
print(f"life divisor, area and fraction: {chip_factor:.2e}")
print(f"activation energy: {e_act:.1f} eV")
print(f"stress and use temperatures: {temp_stress:.2f}, {temp_use:.2f} K")
print(f"life multiplier from cooling: {thermal_factor:.2f}")
scale = thermal_factor / chip_factor
print(f"scaled chip life, exponential: {t_exp * scale:.2e} s")
print(f"scaled chip life, power law: {t_pow * scale:.2e} s")
print(f"ratio if law uses V-0.2 V: {ratio_shift[shift]:.1f}")
print(f"ratio if law uses V+0.2 V: {ratio_shift[-shift]:.1f}")
print(f"film thickness: {thickness_nm:.1f} nm")
print(f"barrier: {barrier_ev:.1f} eV; tunnel mass: {mass_ratio:.1f} m_e")
for v in (v1, v2, v_use):
    field = v / (thickness_nm * 1e-7) / 1e6
    print(f"at {v:.1f} V: nominal field {field:.1f} MV/cm, "
          f"WKB exponent {wkb_exponent(v):.2f}")
print(f"WKB current drop, 3.0 to 2.5 V: factor {tunnel_stress:.1f}")
print(f"WKB current drop, 2.5 to 1.5 V: factor {tunnel_use:.1f}")
print(f"life change left after current: {t2 / t1 / tunnel_stress:.1f}")
print("success")
```

Printed output:

```
stress voltages: 3.0 and 2.5 V; use: 1.5 V
characteristic lives at stress: 100 and 10000 s
ln(t2/t1): 4.6052
ln(V1/V2): 0.18232
ln(V2/V_use): 0.51083
exponential constant gamma: 9.210 per V
power-law exponent n: 25.26
reach a_exp: 2.0000; a_pow: 2.8018
reach difference: 0.8018
exponential life at use: 1.000e+08 s = 3.17 years
power-law life at use: 4.014e+09 s = 127 years
ratio power/exponential at use: 40.1
reciprocal-law constant G: 69.08 V
reciprocal-law life at use: 1.00e+12 s
V* of largest gap inside data: 2.742 V
exponential life at V*: 1072 s
power-law life at V*: 966 s
ratio at V*: 0.900; its ln: -0.1049
ten-year voltage, exponential: 1.375 V
ten-year voltage, power law: 1.659 V
Weibull slope: 1.3; devices per voltage: 20
std of ln life at each stress voltage: 0.174
one-sigma factor, exponential life: 1.87
one-sigma factor, power-law life: 2.28
one-sigma factor, ratio: 1.22
weight w at V*: 0.4848
devices per voltage for 3-sigma gap at V*: 727
chip/test area ratio: 1000
allowed failure fraction: 0.01 %
life divisor, area and fraction: 2.42e+05
activation energy: 0.6 eV
stress and use temperatures: 398.15, 358.15 K
life multiplier from cooling: 7.05
scaled chip life, exponential: 2.91e+03 s
scaled chip life, power law: 1.17e+05 s
ratio if law uses V-0.2 V: 63.2
ratio if law uses V+0.2 V: 27.9
film thickness: 2.0 nm
barrier: 3.1 eV; tunnel mass: 0.5 m_e
at 3.0 V: nominal field 15.0 MV/cm, WKB exponent 17.47
at 2.5 V: nominal field 12.5 MV/cm, WKB exponent 19.29
at 1.5 V: nominal field 7.5 MV/cm, WKB exponent 22.12
WKB current drop, 3.0 to 2.5 V: factor 6.2
WKB current drop, 2.5 to 1.5 V: factor 16.8
life change left after current: 16.2
success
```
